# The cubic Dresselhaus term and its form in three quantum wells: a program that tests the result

```python
"""
Result under test: for a Gamma6 band of a Td crystal the lowest spin term is
    H_D = gamma * sigma.K,   K = (kx(ky^2-kz^2), ky(kz^2-kx^2), kz(kx^2-ky^2)),
and its first-order projection on [001], [110] and [111] quantum wells.
Symbols: k wave vector (1/angstrom), sigma Pauli matrices, gamma in eV angstrom^3,
k1,k2 in-plane components, k3 component along the growth axis,
kappa = <k3^2> in the bound state, q = in-plane wave number.
Energies are in eV and lengths in angstrom.
"""
from itertools import permutations, product
import numpy as np
from scipy import constants as const

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LEVI = np.zeros((3, 3, 3))
for a, b, c in permutations(range(3)):
    LEVI[a, b, c] = np.linalg.det(np.eye(3)[[a, b, c]])


def dresselhaus(k):
    x, y, z = k
    return np.array([x*(y*y - z*z), y*(z*z - x*x), z*(x*x - y*y)])


# ---------- counting invariants by explicit averaging over the group ----------
def point_group(name):
    """Signed permutations k_a -> s_a k_p(a), with their determinants."""
    elements = []
    for p in permutations(range(3)):
        for s in product((1, -1), repeat=3):
            det = int(round(LEVI[p])) * s[0]*s[1]*s[2]
            keep = s[0]*s[1]*s[2] == 1 if name == "Td" else det == 1
            if keep:
                elements.append((p, s, det))
    return elements


def averaging_matrix(name, degree, with_spin):
    """Group average acting on sigma_i * monomial (or on monomials alone)."""
    powers = [e for e in product(range(degree + 1), repeat=3) if sum(e) == degree]
    labels = (0, 1, 2) if with_spin else (3,)
    basis = [(i, e) for i in labels for e in powers]
    index = {term: n for n, term in enumerate(basis)}
    group = point_group(name)
    average = np.zeros((len(basis), len(basis)))
    for p, s, det in group:
        for column, (i, e) in enumerate(basis):
            factor, image = 1, [0, 0, 0]
            for a in range(3):
                image[p[a]] = e[a]
                factor *= s[a]**e[a]
            target = 3
            if with_spin:
                factor *= det*s[i]
                target = p[i]
            average[index[(target, tuple(image))], column] += factor/len(group)
    return average, index


def count(name, degree, with_spin):
    return int(round(np.trace(averaging_matrix(name, degree, with_spin)[0])))


assert len(point_group("Td")) == 24 and len(point_group("O")) == 24
spin_td = [count("Td", n, True) for n in range(6)]
scalar_td = [count("Td", n, False) for n in range(6)]
spin_o = [count("O", n, True) for n in range(4)]
assert spin_td[:4] == [0, 0, 0, 1]
assert scalar_td[1] == 0 and scalar_td[3] == 1
assert spin_o[1] == 1
average, index = averaging_matrix("Td", 3, True)
candidate = np.zeros(len(index))
for term, value in {(0, (1, 2, 0)): 1, (0, (1, 0, 2)): -1, (1, (0, 1, 2)): 1,
                    (1, (2, 1, 0)): -1, (2, (2, 0, 1)): 1, (2, (0, 2, 1)): -1}.items():
    candidate[index[term]] = value
assert np.allclose(average @ candidate, candidate, atol=1e-12)
print("Td, spin invariants at degree 0..5 in k:", *spin_td)
print("Td, spin-free invariants at degree 0..5:", *scalar_td)
print("O, spin invariants at degree 0..3:", *spin_o)

# ---------- microscopic test: sp3 tight-binding crystal with spin-orbit ----------
# Round model parameters (eV); first atom at the origin, second at (a/4)(1,1,1).
LATTICE = 6.0
POLAR = dict(s=(-8.0, -2.0), p=(0.0, 4.0), so=(0.4, 0.2), sp=(2.0, 2.4))
EQUAL = dict(s=(-5.0, -5.0), p=(2.0, 2.0), so=(0.3, 0.3), sp=(2.2, 2.2))
SS, PP_SIGMA, PP_PI = -1.4, 3.0, -0.8
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def crystal_hamiltonian(k, par):
    orbital = np.zeros((8, 8), complex)
    hop = np.zeros((4, 4), complex)
    for bond in BONDS:
        u = bond/np.sqrt(3)
        t = np.zeros((4, 4))
        t[0, 0] = SS
        t[0, 1:] = par["sp"][0]*u
        t[1:, 0] = -par["sp"][1]*u
        t[1:, 1:] = (PP_SIGMA - PP_PI)*np.outer(u, u) + PP_PI*np.eye(3)
        hop += np.exp(1j*np.dot(k, bond)*LATTICE/4)*t
    orbital[:4, 4:] = hop
    orbital[4:, :4] = hop.conj().T
    for atom in range(2):
        onsite = [par["s"][atom]] + 3*[par["p"][atom]]
        orbital[4*atom:4*atom + 4, 4*atom:4*atom + 4] = np.diag(onsite)
    h = np.kron(orbital, np.eye(2))
    for atom in range(2):
        for j in range(3):
            ang = np.zeros((8, 8), complex)
            ang[4*atom + 1:4*atom + 4, 4*atom + 1:4*atom + 4] = -1j*LEVI[j]
            h += 0.5*par["so"][atom]*np.kron(ang, SIGMA[j])
    return h


def conduction_pair(k, par):
    """Splitting of the conduction pair and spin vector of its upper state."""
    energy, vec = np.linalg.eigh(crystal_hamiltonian(k, par))
    upper = vec[:, 9].reshape(8, 2)
    spin = np.array([np.einsum("oa,ab,ob", upper.conj(), m, upper).real for m in SIGMA])
    return energy[9] - energy[8], spin


energy0, vec0 = np.linalg.eigh(crystal_hamiltonian(np.zeros(3), POLAR))
s_weight = np.sum(np.abs(vec0[[0, 1, 8, 9], 8:10])**2)/2
assert abs(s_weight - 1) < 1e-10 and energy0[8] - energy0[7] > 0.5
print(f"tight-binding gap at zone centre: {energy0[8] - energy0[7]:.3f} eV")
k_small = 0.002
print(f"tight-binding wave number: {k_small} 1/angstrom")
gammas = []
for direction in ([1, 1, 0], [1, 2, 3], [3, 1, 0], [2, -1, 1]):
    k = k_small*np.array(direction)/np.linalg.norm(direction)
    K = dresselhaus(k)
    split, spin = conduction_pair(k, POLAR)
    cosine = spin @ K/np.linalg.norm(spin)/np.linalg.norm(K)
    assert abs(cosine) > 0.999
    gammas.append(np.sign(cosine)*split/(2*np.linalg.norm(K)))
    print(f"tight-binding gamma from k along {direction}: {gammas[-1]:.3f} eV angstrom^3")
assert np.ptp(gammas) < 0.02*abs(np.mean(gammas))
k110 = k_small*np.array([1, 1, 0])/np.sqrt(2)
ratio = conduction_pair(2*k110, POLAR)[0]/conduction_pair(k110, POLAR)[0]
assert abs(ratio - 8) < 0.08
print(f"splitting ratio when k is doubled: {ratio:.4f}")
for direction in ([1, 0, 0], [1, 1, 1]):
    k = k_small*np.array(direction)/np.linalg.norm(direction)
    assert conduction_pair(k, POLAR)[0] < 1e-12
assert conduction_pair(k110, EQUAL)[0] < 1e-12
print(f"splitting along [110], two different atoms: {conduction_pair(k110, POLAR)[0]:.3e} eV")
print(f"splitting along [110], identical atoms: {conduction_pair(k110, EQUAL)[0]:.0e} eV")

# ---------- rotation to the axes of the wells ----------
AXES = {"001": np.eye(3),
        "110": np.array([[-1, 1, 0], [0, 0, np.sqrt(2)], [1, 1, 0]])/np.sqrt(2),
        "111": np.array([np.array([1, 1, -2])/np.sqrt(6),
                         np.array([-1, 1, 0])/np.sqrt(2),
                         np.array([1, 1, 1])/np.sqrt(3)])}


def rotated_field(well, k1, k2, k3):
    """K in well axes with all powers of k3 kept."""
    if well == "110":
        return np.array([k3*(k2**2 + k1**2/2 - k3**2/2), -2*k1*k2*k3,
                         k1*(k3**2/2 - k1**2/2 + k2**2)])
    radial = (4*k3**2 - k1**2 - k2**2)/(2*np.sqrt(3))
    return np.array([radial*k2 - 2*k1*k2*k3/np.sqrt(6),
                     -radial*k1 + k3*(k2**2 - k1**2)/np.sqrt(6),
                     k2*(3*k1**2 - k2**2)/np.sqrt(6)])


def projected_field(well, k1, k2, kappa):
    """First-order field of one subband, in well axes."""
    if well == "001":
        return np.array([k1*(k2**2 - kappa), k2*(kappa - k1**2), 0.0])
    if well == "110":
        return np.array([0.0, 0.0, k1*(kappa/2 - k1**2/2 + k2**2)])
    radial = (4*kappa - k1**2 - k2**2)/(2*np.sqrt(3))
    return np.array([radial*k2, -radial*k1, k2*(3*k1**2 - k2**2)/np.sqrt(6)])


rng = np.random.default_rng(1)
for axes in AXES.values():
    assert np.allclose(axes @ axes.T, np.eye(3)) and np.linalg.det(axes) > 0
for _ in range(20):
    k = rng.normal(size=3)
    for well in ("110", "111"):
        direct = AXES[well] @ dresselhaus(AXES[well].T @ k)
        assert np.allclose(direct, rotated_field(well, *k), atol=1e-12)
    x2, y2, z2 = k**2
    norm2 = (x2 + y2 + z2)*(x2*y2 + y2*z2 + z2*x2) - 9*x2*y2*z2
    assert np.isclose(np.sum(dresselhaus(k)**2), norm2, atol=1e-12)

# ---------- wells: full diagonalization with k3 as an operator ----------
GAMMA, MASS, LENGTH, Q = 20.0, 0.07, 25.0, 0.01
HBAR2_OVER_M = const.hbar**2/const.m_e/const.e*1e20/MASS
OMEGA = HBAR2_OVER_M/LENGTH**2
SIZE = 60
lower = np.diag(np.sqrt(np.arange(1, SIZE)), 1)
position = (lower + lower.T)/np.sqrt(2)
k3_op = 1j*(lower.T - lower)/np.sqrt(2)/LENGTH
x_squared = position @ position
potentials = {"parabolic": OMEGA*x_squared/2,
              "asymmetric": OMEGA*(x_squared/2 + 0.15*x_squared @ position
                                   + 0.05*x_squared @ x_squared)}


def confined(potential):
    return HBAR2_OVER_M/2*(k3_op @ k3_op) + potential


def mean_k3_squared(potential):
    ground = np.linalg.eigh(confined(potential))[1][:, 0]
    return np.vdot(ground, k3_op @ k3_op @ ground).real


def full_pair(well, k1, k2, potential):
    """Lowest spin pair: splitting and upper-state spin in well axes."""
    axes = AXES[well]
    one = np.eye(SIZE)
    kx, ky, kz = [axes[0, i]*k1*one + axes[1, i]*k2*one + axes[2, i]*k3_op
                  for i in range(3)]
    field = (kx @ (ky @ ky - kz @ kz), ky @ (kz @ kz - kx @ kx),
             kz @ (kx @ kx - ky @ ky))
    h0 = confined(potential) + HBAR2_OVER_M/2*(k1**2 + k2**2)*one
    h = np.kron(np.eye(2), h0)
    for matrix, component in zip(SIGMA, field):
        h = h + GAMMA*np.kron(matrix, component)
    energy, vec = np.linalg.eigh(h)
    upper = vec[:, 1].reshape(2, SIZE)
    spin = np.array([np.einsum("an,ab,bn", upper.conj(), m, upper).real for m in SIGMA])
    return energy[1] - energy[0], axes @ spin


kappas = {name: mean_k3_squared(v) for name, v in potentials.items()}
kappa = kappas["parabolic"]
assert np.isclose(kappa, 1/(2*LENGTH**2), rtol=1e-8)
atomic_gamma = (const.physical_constants["Hartree energy in eV"][0]
                * (const.physical_constants["Bohr radius"][0]*1e10)**3)
print(f"well input gamma: {GAMMA} eV angstrom^3 = {GAMMA/atomic_gamma:.3f} hartree bohr^3")
print(f"well input mass: {MASS} electron masses")
print(f"well input oscillator length: {LENGTH} angstrom")
print(f"well input in-plane wave number q: {Q} 1/angstrom")
print(f"subband spacing of parabolic well: {OMEGA:.4f} eV")
print(f"kappa, parabolic well: {kappa:.4e} 1/angstrom^2")
print(f"kappa, asymmetric well: {kappas['asymmetric']:.4e} 1/angstrom^2")
bulk = 2*GAMMA*np.linalg.norm(dresselhaus(Q*np.array([1, 1, 0])/np.sqrt(2)))
print(f"bulk splitting at q along [110]: {bulk:.3e} eV")
for well, k1, k2 in (("001", 1, 0), ("110", 1, 0), ("111", 1, 0)):
    tiny = 1e-4
    slope = full_pair(well, tiny*k1, tiny*k2, potentials["parabolic"])[0]/tiny
    expected = {"001": 2, "110": 1, "111": 4/np.sqrt(3)}[well]*GAMMA*kappa
    assert abs(slope/expected - 1) < 2e-3
    print(f"[{well}] linear splitting / k1: formula {expected:.5f}, full {slope:.5f} eV angstrom")

print("angle from axis 1; splitting in eV; s3 = normal spin of upper state")
worst = {name: 0.0 for name in potentials}
for well in AXES:
    for angle in (0, 30, 45, 90):
        k1, k2 = Q*np.cos(np.radians(angle)), Q*np.sin(np.radians(angle))
        if angle == 90:
            k1 = 0.0
        for name, potential in potentials.items():
            field = projected_field(well, k1, k2, kappas[name])
            first = 2*GAMMA*np.linalg.norm(field)
            full, spin = full_pair(well, k1, k2, potential)
            if well == "110" and angle == 90:
                assert first == 0 and full < 1e-10
                normal = "undefined"
            else:
                # second order in gamma is left out of the formula
                worst[name] = max(worst[name], abs(full/first - 1))
                assert abs(full/first - 1) < 2e-3
                unit = field/np.linalg.norm(field)
                assert spin @ unit/np.linalg.norm(spin) > 0.999
                normal = f"{unit[2]:.4f} (full {spin[2]:.4f})"
            if name == "parabolic":
                shown = full if full > 1e-10 else 0.0
                print(f"[{well}] {angle:2d} deg: formula {first:.4e}, full {shown:.4e}, s3 {normal}")
for name, value in worst.items():
    print(f"largest relative deviation, {name} well: {value:.1e}")

print("checks complete")
```

Running it gives:

```
Td, spin invariants at degree 0..5 in k: 0 0 0 1 1 2
Td, spin-free invariants at degree 0..5: 1 0 1 1 2 1
O, spin invariants at degree 0..3: 0 1 0 2
tight-binding gap at zone centre: 1.902 eV
tight-binding wave number: 0.002 1/angstrom
tight-binding gamma from k along [1, 1, 0]: 11.451 eV angstrom^3
tight-binding gamma from k along [1, 2, 3]: 11.452 eV angstrom^3
tight-binding gamma from k along [3, 1, 0]: 11.452 eV angstrom^3
tight-binding gamma from k along [2, -1, 1]: 11.452 eV angstrom^3
splitting ratio when k is doubled: 7.9959
splitting along [110], two different atoms: 9.161e-08 eV
splitting along [110], identical atoms: 4e-15 eV
well input gamma: 20.0 eV angstrom^3 = 4.960 hartree bohr^3
well input mass: 0.07 electron masses
well input oscillator length: 25.0 angstrom
well input in-plane wave number q: 0.01 1/angstrom
subband spacing of parabolic well: 0.1742 eV
kappa, parabolic well: 8.0000e-04 1/angstrom^2
kappa, asymmetric well: 8.4879e-04 1/angstrom^2
bulk splitting at q along [110]: 2.000e-05 eV
[001] linear splitting / k1: formula 0.03200, full 0.03200 eV angstrom
[110] linear splitting / k1: formula 0.01600, full 0.01600 eV angstrom
[111] linear splitting / k1: formula 0.03695, full 0.03695 eV angstrom
angle from axis 1; splitting in eV; s3 = normal spin of upper state
[001]  0 deg: formula 3.2000e-04, full 3.2000e-04, s3 0.0000 (full 0.0000)
[001] 30 deg: formula 3.0512e-04, full 3.0512e-04, s3 0.0000 (full -0.0000)
[001] 45 deg: formula 3.0000e-04, full 3.0000e-04, s3 0.0000 (full 0.0000)
[001] 90 deg: formula 3.2000e-04, full 3.2000e-04, s3 0.0000 (full 0.0000)
[110]  0 deg: formula 1.4000e-04, full 1.4000e-04, s3 1.0000 (full 1.0000)
[110] 30 deg: formula 1.3423e-04, full 1.3423e-04, s3 1.0000 (full 1.0000)
[110] 45 deg: formula 1.2021e-04, full 1.2021e-04, s3 1.0000 (full 1.0000)
[110] 90 deg: formula 0.0000e+00, full 0.0000e+00, s3 undefined
[111]  0 deg: formula 3.5796e-04, full 3.5796e-04, s3 0.0000 (full -0.0000)
[111] 30 deg: formula 3.5833e-04, full 3.5833e-04, s3 0.0456 (full 0.0456)
[111] 45 deg: formula 3.5814e-04, full 3.5814e-04, s3 0.0322 (full 0.0322)
[111] 90 deg: formula 3.5833e-04, full 3.5833e-04, s3 -0.0456 (full -0.0456)
largest relative deviation, parabolic well: 7.9e-06
largest relative deviation, asymmetric well: 3.9e-06
checks complete
```
